# Potential shifts and thermal fluctuations in a small Pt(111) electrode cell

**Question.** A simulation of a Pt(111) electrode in contact with an electrolyte uses a 3×3 surface cell. By how much does the electrode potential change when one electron is transferred to or from the metal? How large are the thermal fluctuations of the potential in the same cell, and how do both quantities change as the cell is enlarged?

**Answer.** Both are set by the capacitance of the interface, and a small cell has a small capacitance. The shift needs one capacitance. For the fluctuations a second one matters as well, the capacitance at frozen nuclei, and how the simulation controls the charge decides whether one or both enter.

### Conventions

Let $Q$ be the charge on the metal surface in the cell. A countercharge $-Q$ in the electrolyte keeps the cell neutral. Let $U$ be the electrode potential measured against the bulk electrolyte, so that bringing a small charge $dQ$ from there to the metal costs energy $U\,dQ$. Adding an electron changes $Q$ by $-e$. Volts, electronvolts and elementary charges are the natural units here: a capacitance in $e$/V turns $e/C$ directly into volts.

The differential capacitance $C$ is defined by

$$\frac{1}{C}=\frac{d\langle U\rangle}{dQ},$$

where the average is over the thermal motion of the nuclei. For a cell of area $A$ we write $C=cA$. That $c$ does not depend on $A$ is an assumption for now; its condition appears below.

### The shift caused by one electron

Integrating the definition from charge $Q_1$ to charge $Q_2$ gives

$$\Delta\langle U\rangle=\int_{Q_1}^{Q_2}\frac{dQ}{C(Q)} .$$

For an added electron $Q_2=Q_1-e$. If $C$ is constant over this range,

$$\Delta\langle U\rangle=-\frac{e}{C}=-\frac{e}{cA}.$$

Removing an electron gives the opposite sign. The size of the shift falls as $1/A$, because the same charge is spread over more surface.

A $p\times p$ cell of the (111) surface is a rhombus with side $pa$ and angle 60°, where $a$ is the distance between neighbouring atoms. Its area is $p^2(\sqrt3/2)a^2$. Platinum enters this estimate only through $a$, for which the rough value 2.8 Å is enough:

$$A=9\times0.866\times(2.8\ \text{Å})^2=61\ \text{Å}^2 .$$

For the double layer take the round value $c=20$ µF/cm², which is 0.20 F/m². Then

$$C=0.20\times6.11\times10^{-19}\ \text{F}=1.22\times10^{-19}\ \text{F}=0.763\ e/\text{V},$$

$$\frac{e}{C}=\frac{1}{0.763}\ \text{V}=1.3\ \text{V}.$$

The result is inversely proportional to the assumed $c$. It is 2.6 V for 10 µF/cm² and 0.66 V for 40 µF/cm². The shift is therefore of the order of one volt, and it exceeds one volt when $c$ is below about 26 µF/cm².

This estimate supposes that one face of the slab takes up the charge. If two equivalent faces touch the electrolyte and share it equally, each receives $e/2$ and the shift is halved.

The consequence for a reaction is direct. Suppose a proton from the electrolyte adsorbs and takes an electron from the metal, while the total number of electrons in the cell is fixed. The metal charge rises by $e$, so the potential at the end of the step is higher than at the start by about 1.3 V, apart from any change in the surface dipole due to the adsorbate. The two end states do not belong to the same electrode potential.

### Two capacitances

Let $X$ denote the nuclear positions, treated classically, and $H(Q,X)$ the energy of the cell. Kinetic energy of the nuclei does not depend on $Q$ and drops out of what follows. The charge $Q$ is a continuous variable. The potential for one nuclear configuration is

$$U(Q,X)=\frac{\partial H}{\partial Q},$$

and its slope defines the capacitance at frozen nuclei,

$$\frac{1}{C_f}=\frac{\partial U}{\partial Q}=\frac{\partial^2H}{\partial Q^2}.$$

$C_f$ describes the response of everything that adjusts without nuclear motion. The full $C$ also contains the reorientation and displacement of the solvent and of any explicit ions.

### Fluctuations at fixed charge

With $\beta=1/kT$, the mean potential at fixed $Q$ is

$$\langle U\rangle=\frac{\int U e^{-\beta H}dX}{\int e^{-\beta H}dX}.$$

Differentiate with respect to $Q$. The derivative of $U$ in the numerator gives $\langle1/C_f\rangle$. The derivative of the exponential in the numerator brings down $-\beta U$ and gives $-\beta\langle U^2\rangle$. The derivative of the denominator gives $+\beta\langle U\rangle^2$. Together,

$$\frac1C=\left\langle\frac1{C_f}\right\rangle-\beta\left(\langle U^2\rangle-\langle U\rangle^2\right),$$

and therefore

$$\operatorname{Var}U=kT\left(\left\langle\frac1{C_f}\right\rangle-\frac1C\right)\qquad\text{(fixed charge)}.$$

The fluctuation measures how much the nuclei contribute to screening. If they do not respond to the charge, $C=C_f$ and the potential does not fluctuate. For constant $C_f$, the simpler expression $\operatorname{Var}U=kT/C$ results only when $1/C_f=2/C$, that is, when $C=2C_f$.

### Fluctuations when the charge is sampled thermally

A simulation can instead connect the metal to a charge reservoir at an applied potential $U_0$ and let $Q$ fluctuate as a thermal variable. The joint probability of $Q$ and $X$ is then proportional to

$$w=e^{-\beta(H-U_0Q)} .$$

Differentiating $\langle Q\rangle=\int Qw/\int w$ with respect to $U_0$ brings down a factor $\beta Q$ in the numerator and in the denominator:

$$\frac{d\langle Q\rangle}{dU_0}=\beta\left(\langle Q^2\rangle-\langle Q\rangle^2\right).$$

The left side is the full capacitance under potential control. It agrees with the fixed-charge definition for a linear interface. For a nonlinear one it agrees in the limit of a large cell, provided correlations in the interface are short-ranged and the fixed-charge potential rises steadily with $Q$, so that the fixed-charge $C$ is positive throughout. Short-ranged correlations alone are not enough. If the nuclear response is strong enough that $\beta\operatorname{Var}U$ exceeds $\langle1/C_f\rangle$, the fixed-charge $C$ is negative, while the left side above is never negative. In a small nonlinear cell the two may differ. For a layer that orders and reverses as a unit they differ at any cell size over the whole range of charge between the charges of the two ordered states. With $C$ taken under potential control,

$$\operatorname{Var}Q=kTC,\qquad \frac{\sigma_Q}{C}=\sqrt{\frac{kT}{C}},$$

where $\sigma_Q$ is the standard deviation of $Q$. This is one precise meaning of the scale $\sqrt{kT/C}$: it is the charge fluctuation, converted to volts with the full capacitance.

The instantaneous potential has a different spread. Since $w$ vanishes at large $|Q|$, the integral of a total derivative in $Q$ is zero. From $\partial w/\partial Q=-\beta(U-U_0)w$ it follows that $\langle U\rangle=U_0$. Applying the same argument to $(U-U_0)w$,

$$0=\int\frac{\partial}{\partial Q}\left[(U-U_0)w\right]dQ\,dX
=\int\left[\frac1{C_f}-\beta(U-U_0)^2\right]w\,dQ\,dX ,$$

so that

$$\operatorname{Var}U=kT\left\langle\frac1{C_f}\right\rangle\qquad\text{(thermal charge)}.$$

### No potential fluctuations when the charge relaxes at once

A third scheme adjusts $Q$ for every nuclear configuration until $U=U_0$. The potential then has no spread, and the charge carries all the fluctuation. Its size follows easily when $C_f$ is constant, so that

$$H=H_0(X)+\varphi(X)Q+\frac{Q^2}{2C_f},\qquad U=\varphi+\frac{Q}{C_f}.$$

The condition $U=U_0$ gives the relaxed charge $Q_*=C_f(U_0-\varphi)$. Completing the square,

$$H-U_0Q=H_0-\frac{Q_*^2}{2C_f}+\frac{(Q-Q_*)^2}{2C_f}.$$

In the thermal scheme the last term makes $Q-Q_*$ a Gaussian variable with variance $kTC_f$, independent of $X$. Integrating over it gives a factor that does not contain $X$, so the nuclei have the same distribution in both schemes. The variances of independent variables add:

$$kTC=\operatorname{Var}Q_*+kTC_f
\quad\Rightarrow\quad
\operatorname{Var}Q_*=kT(C-C_f).$$

This also explains the thermal result for $U$. At given $X$, $U-U_0=(Q-Q_*)/C_f$, which is the noise of the sampled charge alone.

### Why the fluctuations fall with the root of the area

Consider fixed charge, constant $C_f$, and an interface whose potential fluctuates only through the dipoles of the solvent layer. Mobile ions would add a contribution that is not treated here. A layer with normal dipole components $m_i$ produces the laterally averaged potential step $\sum_i m_i/(\varepsilon_0A)$, up to a sign; electronic screening is taken to be included in the effective $m_i$. With $N=\rho A$ equivalent dipoles,

$$\operatorname{Var}U=\frac{1}{\varepsilon_0^2A^2}\sum_{i,j}\operatorname{Cov}(m_i,m_j)
=\frac{\rho}{\varepsilon_0^2A}\sum_j\operatorname{Cov}(m_0,m_j).$$

The second form holds because each of the $N$ dipoles contributes the same sum. If correlations die out over a distance shorter than the cell, that sum does not depend on $A$, and the standard deviation falls as $A^{-1/2}$.

The capacitance follows suit. With $C_f\propto A$, both terms in $1/C=1/C_f-\beta\operatorname{Var}U$ are proportional to $1/A$, so $C\propto A$, as assumed at the start. All the potential spreads above then scale as $A^{-1/2}$, except the one that is zero.

If the dipoles are ordered across the whole cell and the layer reverses as a unit between two directions, the covariances do not decay. (A layer that stays locked in one direction has no such reversals, and only the fluctuations about its mean count.) The last sum grows as $N$, and the spread no longer falls with area.

### Numbers

Take $T=300$ K, so $kT=0.02585$ eV, and a round value of 8 µF/cm² for the frozen-nuclei capacitance. For the 3×3 cell this gives $C_f=0.305\ e$/V. Then

$$\sqrt{\frac{kT}{C}}=\sqrt{\frac{0.02585}{0.763}}\ \text{V}=0.18\ \text{V},$$

$$\sigma_U^{\text{fixed}}=\sqrt{0.02585\,(3.28-1.31)}\ \text{V}=0.23\ \text{V},$$

$$\sigma_U^{\text{thermal}}=\sqrt{0.02585\times3.28}\ \text{V}=0.29\ \text{V}.$$

The value 8 µF/cm² corresponds to a gap of about 2 Å with an electronic dielectric constant of 1.78. It therefore assumes a countercharge that follows $Q$ at frozen nuclei close to the surface, as an implicit electrolyte does. Explicit ions cannot do this, and $C_f$ then depends on where the compensating charge is placed. With 10 Å of explicit water in series, the frozen-nuclei capacitance falls to about 1.3 µF/cm² and both spreads of $U$ rise to about 0.7 V.

Larger cells, with $c$ and $c_f=C_f/A$ unchanged, give the following values in volts.

| Cell | $e/C$ | $\sqrt{kT/C}$ | Fixed $Q$ | Thermal $Q$ |
|---|---|---|---|---|
| 3×3 | 1.31 | 0.18 | 0.23 | 0.29 |
| 6×6 | 0.33 | 0.092 | 0.11 | 0.15 |
| 9×9 | 0.15 | 0.061 | 0.075 | 0.097 |
| 12×12 | 0.082 | 0.046 | 0.056 | 0.073 |

Doubling the side divides the shift by four and the fluctuations by two. To bring the one-electron shift below 0.1 V requires $p^2>9\times1.31/0.1=118$, hence an 11×11 cell.

The scale $\sqrt{kT/C}$ and the one-electron shift compare as

$$\frac{\sqrt{kT/C}}{e/C}=\frac{\sqrt{kTC}}{e},$$

which is 0.14 for the 3×3 cell and grows in proportion to $p$. These two become equal near $p=3/0.14\approx21$. The spreads of $U$ itself are larger for the capacitances chosen here. Their ratios to $e/C$ in the 3×3 cell are 0.17 at fixed charge and 0.22 at thermal charge, and they also grow in proportion to $p$, so they reach the shift near $p=17$ and $p=14$. With these capacitances the one-electron shift dominates in a small cell in every scheme; a smaller $c_f$ moves the crossings for the spreads of $U$ to smaller cells.

### A model in which the response is not linear

The estimate used constant capacitances. A small microscopic model shows what can change when they vary, and the numerical check uses it to test the fluctuation formulas. It has $n$ dipoles on a periodic triangular lattice, one per surface atom, each pointing up or down ($s_i=\pm1$):

$$H=\frac{Q^2}{2C_{f0}}+\frac{gQ^4}{4n^3}-\frac{vQ}{n}\sum_i s_i+J\sum_{\text{bonds}}s_is_j .$$

Here $C_{f0}$ is proportional to $n$ and equals the 3×3 value of $C_f$ above when $n=9$, $v=0.8$ V is the potential step of a fully aligned layer, $J=0.002$ eV couples neighbours, and $g=500$ V/$e^3$ makes the electrode response nonlinear. These are illustrative values, not a description of water on platinum.

For $n=9$ all dipole states can be summed. At $Q=0.3\,e$ the spread of $U$ at fixed charge is 0.18 V, in agreement with the fixed-charge formula, whereas $\sqrt{kT/C}$ would give 0.24 V. In the platinum estimate $\sqrt{kT/C}$ was too small; in the model at this charge it is too large, and at $Q=0$ it is again too small (0.19 V against a spread of 0.22 V). All three cases follow from the ratio $\operatorname{Var}U/(kT/C)=C\langle1/C_f\rangle-1$, which can lie on either side of one.

Changing $Q$ from $-0.5\,e$ to $0.5\,e$ shifts the mean potential by 2.07 V, while $e/C$ evaluated at $Q=0$ predicts 1.44 V. The difference of 0.63 V has two sources. The quartic term contributes $gQ^3/n^3$ to $U$, which adds $2\times500\times0.125/729=0.17$ V over the interval. The remaining 0.46 V comes from the dipoles: as the charge aligns them they fluctuate less, so they screen further charge less well than at $Q=0$. In this model the linear estimate is too low by about 30% of the full shift.

The area law can be followed at $Q=0$ and fixed charge. The spread is 0.218 V for 3×3, 0.109 V for 6×6 and 0.073 V for 9×9, a factor of 3.00 for a ninefold area. With $J=-0.02$ eV, which favours parallel neighbours, it stays at 0.80 V for all three cells. That value equals $v$ because nearly all the weight lies in the two fully aligned states. This coupling is well beyond the ordering threshold of the triangular lattice, $|J|=kT\ln3/4=0.0071$ eV, so the order is long-ranged, and at $Q=0$ enlarging the cell does not restore the law. At nonzero charge the two aligned states differ in energy by $2v|Q|$. At a fixed charge per atom this difference grows with the cell, and once it is far above $kT$ the layer is locked in one direction and only the small fluctuations about that state remain. The capacitance loses its area scaling too: $\beta\operatorname{Var}U\approx0.64/0.02585=25$ V/$e$ exceeds $1/C_{f0}$, which is 3.28 V/$e$ for the 3×3 cell and smaller for the larger ones, so the fixed-charge $C$ at $Q=0$ is negative. The root-area law requires correlations that die out within the cell. It cannot be used for a cell smaller than the correlation length, nor for a layer that orders and reverses as a unit.

## Calculated quantities

```
temperature = 300 K
thermal energy kT = 0.02585 eV
rough Pt neighbour distance = 2.8 angstrom
area of 3x3 cell = 61.11 angstrom^2
chosen full capacitance = 20 microfarad/cm^2
chosen frozen-nuclei capacitance = 8 microfarad/cm^2
3x3 full capacitance C = 0.7628 e/V = 1.222e-19 F
3x3 frozen-nuclei capacitance C_f = 0.3051 e/V
3x3 one-electron shift at 10 microfarad/cm^2 = 2.622 V
3x3 one-electron shift at 20 microfarad/cm^2 = 1.311 V
3x3 one-electron shift at 40 microfarad/cm^2 = 0.655 V
3x3 thermal charge spread sqrt(kT C) = 0.1404 e
cell: e/C, sqrt(kT/C), fixed-Q spread, thermal-Q spread (all V)
3x3: 1.3110, 0.1841, 0.2255, 0.2911
6x6: 0.3277, 0.0920, 0.1127, 0.1455
9x9: 0.1457, 0.0614, 0.0752, 0.0970
12x12: 0.0819, 0.0460, 0.0564, 0.0728
smallest p x p cell with e/C below 0.1 V: p = 11
model: v = 0.8 V, J = 0.002 eV, g = 500 V/e^3
fixed Q = 0.3 e: direct spread of U = 0.18427 V
fixed Q: spread from capacitances = 0.18427 V
fixed Q: sqrt(kT/C) for comparison = 0.23571 V
model shift from Q = -0.5 to 0.5 e = 2.0657 V
same shift from integrated fluctuations = 2.0657 V
linear estimate e/C at Q = 0: 1.4380 V
thermal Q, applied U0 = 0.5 V: mean U = 0.50000 V
thermal Q: direct charge spread = 0.11064 e
thermal Q: sqrt(kT C) = 0.11064 e
thermal Q: direct spread of U = 0.29958 V
thermal Q: sqrt(kT <1/C_f>) = 0.29958 V
relaxed Q, U0 = 0.1 V: direct charge spread = 0.09348 e
relaxed Q: sqrt(kT (C - C_f)) = 0.09348 e
3x3 model spread of U at Q = 0: 0.2181 V; ordered dipoles: 0.7999 V
6x6 model spread of U at Q = 0: 0.1090 V; ordered dipoles: 0.7998 V
9x9 model spread of U at Q = 0: 0.0727 V; ordered dipoles: 0.7998 V
spread ratio 3x3 to 9x9 = 3.0010
coupling of ordered dipoles = -0.020 eV
```
